# Electron–positron attraction and annihilation from the normal-ordered Dirac Hamiltonian

**Q.** The no-pair Hamiltonian keeps electron operators and drops the rest, and its Coulomb term is a repulsion. You want to put the positron operators back. But the kernel $1/|\mathbf x-\mathbf y|$ is positive, and the Dirac field carries one charge. Where could an attraction come from?

**A.** From the order of the operators. I use atomic units, with electron charge $-1$ and speed of light $c\approx137.036$. The field is expanded in positive-energy states $u_p$ and negative-energy states $v_n$,

$$\psi=\sum_p b_p u_p+\sum_n d_n^\dagger v_n .$$

Removing an electron from the filled negative-energy sea creates a positron, so the mode operator $a_n$ is $d_n^\dagger$, and $a_n^\dagger$ is $d_n$. The normal-ordered Coulomb interaction is

$$V=\tfrac12\sum_{ijkl}(ij|kl):a_i^\dagger a_k^\dagger a_l a_j:,\qquad
(ij|kl)=\iint\frac{i^\dagger j(\mathbf x)\;k^\dagger l(\mathbf y)}{|\mathbf x-\mathbf y|}\,d^3x\,d^3y .$$

Normal ordering puts $b^\dagger,d^\dagger$ to the left of $b,d$, with a minus sign for each interchange.

Take the terms that turn a pair $(p,n)$ into a pair $(p',n')$. The two daggered places hold $b_{p'}^\dagger$ and $d_n$; the other two hold $b_p$ and $d_{n'}^\dagger$. That gives four assignments. Exchanging the labels $(ij)\leftrightarrow(kl)$ maps them onto each other in twos, which cancels the factor $\tfrac12$. Two distinct terms remain:

$$(p'p|nn'):b_{p'}^\dagger d_n d_{n'}^\dagger b_p:\;=-(p'p|nn')\,b_{p'}^\dagger d_{n'}^\dagger d_n b_p ,$$

$$(p'n'|np):b_{p'}^\dagger d_n b_p d_{n'}^\dagger:\;=+(p'n'|np)\,b_{p'}^\dagger d_{n'}^\dagger d_n b_p .$$

In the first, $d_{n'}^\dagger$ passes one operator, $d_n$. In the second it passes two, $b_p$ and $d_n$. Hence

$$\langle p'n'|V|pn\rangle=-(p'p|nn')+(p'n'|np). \tag{1}$$

**Q.** You have discarded something by normal ordering. Perhaps the minus sign is an artefact of what you discarded.

**A.** What is discarded is a constant, the energy of the sea, and a one-body operator, the mean field of the sea, which acts on each particle and can also create or remove a pair. Neither is an interaction between the electron and the positron. One can avoid normal ordering and define the interaction by

$$\text{pair}-\text{electron alone}-\text{positron alone}+\text{vacuum},$$

where each entry is a matrix element of the unordered operator. The constant and the one-body parts cancel in this combination. In a finite Fock space with two electron modes, two sea modes and random Hermitian densities, this definition was compared with (1) for all pair elements. The largest difference was $1.4\times10^{-14}$, which is rounding. The same check gave the usual direct-minus-exchange repulsion for two electrons and for two positrons.

The full $V$ also contains terms that change the number of pairs. They act in higher orders and are not followed here.

**Q.** The first term has a minus sign, but $v_n^\dagger v_{n'}$ is built from negative-energy states, with the labels the wrong way round. How do you know it is a positron density?

**A.** By charge conjugation. Let $w$ be a positive-energy spinor of momentum $\mathbf p$,

$$(c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2)w=Ew ,$$

and set $v=Mw^*$ with $M=i\gamma^2=i\beta\alpha_y$. This matrix is real and unitary. From the anticommutation rules, and because only $\alpha_y$ is imaginary, $M\boldsymbol\alpha^*M^{-1}=\boldsymbol\alpha$ and $M\beta^*M^{-1}=-\beta$. Taking the complex conjugate of the Dirac equation and multiplying by $M$ gives

$$(c\,\boldsymbol\alpha\cdot\mathbf p-\beta c^2)v=Ev
\quad\Longrightarrow\quad
(-c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2)v=-Ev .$$

So $v$ is the sea state of momentum $-\mathbf p$ and energy $-E$ whose absence is a positron with wave function $w$. For two such states,

$$v_n^\dagger v_{n'}=w_n^{T}M^\dagger M\,w_{n'}^*=w_{n'}^\dagger w_n .$$

The labels are now in the normal order, and the direct term is

$$-\iint\frac{u_{p'}^\dagger u_p(\mathbf x)\;w_{n'}^\dagger w_n(\mathbf y)}{|\mathbf x-\mathbf y|}\,d^3x\,d^3y .$$

Its diagonal elements contain two positive densities and a minus sign: an attraction.

For plane waves with momentum transfer $q$ it is $-4\pi/q^2$ times two spinor overlaps. If both particles start from rest, each overlap is

$$\sqrt{\frac{E+c^2}{2E}}\approx1-\frac{q^2}{8c^2},\qquad E\approx c^2+\frac{q^2}{2},$$

so the product is $1-q^2/4c^2$. At $q=1$ the computed loss is $1.331\times10^{-5}$ of $4\pi/q^2$, in agreement. For slow particles the Fourier transform is therefore $-1/r$, the potential that binds positronium.

**Q.** Good. Then the second term of (1) comes from the same Hamiltonian with the same kernel. Why should I distrust it?

**A.** Look at what it contains. The density $n^\dagger p$ takes the electron into the hole: the pair disappears. The density $p'^\dagger n'$ creates a new pair. For free particles with momenta $\mathbf p_1$ (electron) and $\mathbf p_2$ (positron), the sea state has momentum $-\mathbf p_2$, so the kernel carries the total momentum $\mathbf K=\mathbf p_1+\mathbf p_2$. Define

$$\rho=v^\dagger u,\qquad \mathbf J=v^\dagger\boldsymbol\alpha u ,$$

and let primes denote the final pair. Per unit normalization volume, the annihilation term is

$$A_C=\frac{4\pi}{K^2}\,\rho'^*\rho . \tag{2}$$

Now consider a pair at rest as a whole.

**Q.** Then $K=0$ and (2) is infinite?

**A.** It is undefined. At $\mathbf K=0$ the spinors $u$ and $v$ are eigenvectors of the same matrix $h(\mathbf p_1)$, where $h(\mathbf p)=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$, with opposite eigenvalues. They are orthogonal, so $\rho=0$ and (2) reads $0/0$.

To find the limit, use $h(\mathbf p_1)u=E_1u$ and $h(-\mathbf p_2)v=-E_2v$:

$$v^\dagger[h(\mathbf p_1)-h(-\mathbf p_2)]u=(E_1+E_2)\,v^\dagger u .$$

The mass terms cancel on the left, which leaves $c\,\mathbf K\cdot\mathbf J$. With $\omega=E_1+E_2$,

$$c\,\mathbf K\cdot\mathbf J=\omega\rho . \tag{3}$$

This is current conservation. I take the final pair to have the same energy $\omega$. Substituting (3) in (2), with $\hat{\mathbf K}=\mathbf K/K$,

$$A_C=\frac{4\pi c^2}{\omega^2}\,(\hat{\mathbf K}\cdot\mathbf J')^*(\hat{\mathbf K}\cdot\mathbf J). \tag{4}$$

The result is finite, but it depends on the direction in which $\mathbf K$ goes to zero.

**Q.** Perhaps $\mathbf J$ vanishes too for slow particles. Velocities are small, after all.

**A.** The diagonal current of one slow particle is small, because $\boldsymbol\alpha$ connects large with small components. Here it connects an electron state with a sea state, whose large components are the lower ones. Take $u=(\chi,0)$ and $w=(\eta,0)$. Then $v=Mw^*=(0,-i\sigma_y\eta^*)$, and since $i\sigma_y$ is real and antisymmetric,

$$\mathbf J=\eta^T\,i\sigma_y\,\boldsymbol\sigma\,\chi .$$

For a spin state $\sum_{ss'}C_{ss'}|s\rangle_{e^-}|s'\rangle_{e^+}$ this becomes $\mathbf J=\mathrm{tr}(C\,i\sigma_y\boldsymbol\sigma)$. A triplet with real unit polarization vector $\mathbf e$ has $C=(\mathbf e\cdot\boldsymbol\sigma)\,i\sigma_y/\sqrt2$. Because $(i\sigma_y)^2=-1$,

$$\mathbf J=-\frac{1}{\sqrt2}\,\mathrm{tr}[(\mathbf e\cdot\boldsymbol\sigma)\boldsymbol\sigma]=-\sqrt2\,\mathbf e,\qquad |\mathbf J|^2=2 .$$

The singlet has $C=i\sigma_y/\sqrt2$, and $\mathbf J=-\mathrm{tr}\,\boldsymbol\sigma/\sqrt2=0$. It has no one-photon annihilation term at this order.

With $\omega\approx2c^2$, (4) gives for the triplet

$$A_C=\frac{4\pi c^2}{4c^4}\,2\cos^2\theta=\frac{2\pi}{c^2}\cos^2\theta , \tag{5}$$

where $\theta$ is the angle between $\mathbf K$ and $\mathbf e$.

**Q.** An energy shift of a nearly stationary atom cannot depend on the direction of an infinitesimal drift. Is the Coulomb operator wrong, then?

**A.** In Coulomb gauge it is a correct part of the interaction. The mistake is to use it alone. The rest is the exchange of a transverse photon, which one expects to be a small correction.

**Q.** With good reason. Magnetic effects between slow particles are of relative order $1/c^2$.

**A.** That is so in scattering, where the transverse currents are small. Here $|\mathbf J|^2=2$, and the photon must also carry the energy of the whole pair. Compute the exchange in second-order perturbation theory. With charge $-1$ the coupling is $\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi$. A photon mode of wave number $K$ and energy $cK$ contributes the factor $2\pi c/K$ to the product of two couplings. There are two time orders.

- The initial pair annihilates first. The intermediate state is one photon, and the energy denominator is $\omega-cK$.
- The final pair is created first. The intermediate state holds two pairs and a photon, and the denominator is $\omega-(2\omega+cK)=-(\omega+cK)$.

The products $db$ and $b^\dagger d^\dagger$ for different states commute, so both orders have the same operator sign. The sum over polarizations leaves the part $\mathbf J_T$ of the current perpendicular to $\mathbf K$:

$$A_T=\frac{2\pi c}{K}\left[\frac1{\omega-cK}-\frac1{\omega+cK}\right]\mathbf J_T'^*\cdot\mathbf J_T .$$

The bracket equals $2cK/(\omega^2-c^2K^2)$, and therefore

$$A_T=-\frac{4\pi}{K^2-\omega^2/c^2}\,\mathbf J_T'^*\cdot\mathbf J_T . \tag{6}$$

The sign depends on whether $\omega$ is smaller or larger than $cK$. I checked this by diagonalizing a model with two pair states of energy $\omega$ and one photon mode of energy $\Omega$, coupled with strength $g$. The effective coupling divided by $g^2$ should be $2\Omega/(\omega^2-\Omega^2)$. For $\omega=0.3$, $\Omega=1$ it came out as $-2.198$; for $\omega=2$, $\Omega=0.37$ as $+0.1916$. Both agree with the formula. A state that lies above the photon state is pushed up by it.

**Q.** And in the limit of small $K$?

**A.** Then $\omega^2/c^2$ dominates the denominator, and

$$A_T\to+\frac{4\pi c^2}{\omega^2}\,\mathbf J_T'^*\cdot\mathbf J_T .$$

This has the same prefactor as (4). The longitudinal and transverse parts add up to the full scalar product:

$$A=A_C+A_T\to\frac{4\pi c^2}{\omega^2}\,\mathbf J'^*\cdot\mathbf J=\frac{2\pi}{c^2}\quad\text{(triplet)},\qquad 0\quad\text{(singlet)}. \tag{7}$$

The direction of $\mathbf K$ has dropped out. An amplitude independent of the relative momenta is a contact interaction, so for slow pairs the triplet term is $(2\pi/c^2)\,\delta(\mathbf r)$, with $\mathbf r$ the electron–positron separation. It is repulsive.

**Q.** The agreement of the two prefactors looks like luck at $K\to0$.

**A.** It follows from (3) at any $K$, provided both pairs have energy $\omega$. Split the scalar product:

$$\mathbf J'^*\cdot\mathbf J=\mathbf J_T'^*\cdot\mathbf J_T+\frac{(\mathbf K\cdot\mathbf J')^*(\mathbf K\cdot\mathbf J)}{K^2}
=\mathbf J_T'^*\cdot\mathbf J_T+\frac{\omega^2}{c^2K^2}\,\rho'^*\rho .$$

Subtract this from $\rho'^*\rho$ and divide by $K^2-\omega^2/c^2$:

$$4\pi\,\frac{\rho'^*\rho-\mathbf J'^*\cdot\mathbf J}{K^2-\omega^2/c^2}
=4\pi\left[\frac{\rho'^*\rho}{K^2}-\frac{\mathbf J_T'^*\cdot\mathbf J_T}{K^2-\omega^2/c^2}\right]. \tag{8}$$

The left side is the covariant one-photon amplitude; the right side is $A_C+A_T$. For a pair with momenta of order $c$ and different initial and final relative momenta, the two sides agreed to $3\times10^{-16}$ of the largest amplitude.

The denominator does not vanish for free particles, because

$$\omega^2-c^2K^2=2c^4+2(E_1E_2-c^2\mathbf p_1\cdot\mathbf p_2)\ge4c^4 .$$

The photon is virtual: a free pair cannot turn into one real photon.

**Q.** Suppose I add the transverse interaction but keep it instantaneous, as in the usual Breit operator. Would that be enough?

**A.** It makes matters worse. Setting $\omega=0$ in (6) gives $-4\pi\,\mathbf J_T'^*\cdot\mathbf J_T/K^2$, which has the wrong sign for $cK<\omega$ and diverges as $K\to0$. Neglect of retardation requires $(\omega/cK)^2\ll1$, with $\omega$ and $K$ the energy and momentum that the photon carries.

For an electron scattered from rest to momentum $1$, the energy transfer is about $\tfrac12$ and this ratio is $1.33\times10^{-5}$. For annihilation at $K=1$ it is about $(2c)^2=7.51\times10^4$. The same approximation is excellent in one channel and useless in the other.

**Q.** Show me what this does to a real energy.

**A.** Take the positronium ground state. The reduced mass is $\tfrac12$, and the attraction $-1/r$ gives, in a variational radial calculation, the energy $-0.25$ hartree and the contact density $|\psi(0)|^2=0.039789$ bohr$^{-3}$. This agrees with $\psi=e^{-r/2}/\sqrt{8\pi}$. The triplet annihilation shift is

$$\Delta E=\frac{2\pi}{c^2}|\psi(0)|^2=\frac{2\pi}{c^2}\,\frac1{8\pi}=\frac1{4c^2}=1.331\times10^{-5}\ \text{hartree},$$

or 87.6 GHz. The amplitudes were also evaluated from the full Dirac spinors at $K=0.1$ and zero relative momentum, for several directions, and multiplied by $|\psi(0)|^2$. In units of $10^{-5}$ hartree:

| $\theta$ | Coulomb | transverse | sum |
|---|---|---|---|
| 0° | 1.331 | 0 | 1.331 |
| 30° | 0.998 | 0.333 | 1.331 |
| 60° | 0.333 | 0.998 | 1.331 |
| 90° | 0 | 1.331 | 1.331 |

The Coulomb column follows $\cos^2\theta$. Its mean over directions is $4.44\times10^{-6}$ hartree, or 29.2 GHz, one third of the full shift, since the mean of $\cos^2\theta$ is $\tfrac13$.

The instantaneous transverse term at $\theta=90°$ is

$$-\frac{4\pi\cdot2}{K^2}\,\frac1{8\pi}=-\frac1{K^2}=-100\ \text{hartree},$$

about 7.5 million times the correct shift in size, and of the opposite sign.

**Q.** Then I could keep the Coulomb term, average over directions and multiply by three.

**A.** That repairs one number and leaves the operator wrong. The factor $\hat K_i\hat K_j$ in (4) acts on the position $\mathbf R$ of the pair centre. Since $1/K^2$ is the transform of $1/4\pi R$, and each factor $K_i$ becomes $-i\partial_i$,

$$\int\frac{d^3K}{(2\pi)^3}\,\hat K_i\hat K_j\,e^{i\mathbf K\cdot\mathbf R}
=-\partial_i\partial_j\frac1{4\pi R}
=\frac{\delta_{ij}}3\,\delta(\mathbf R)+\frac{\delta_{ij}-3\hat R_i\hat R_j}{4\pi R^3}.$$

The first term is the one third just found. The second lets a pair vanish at one place and reappear at a distance $R$, with an amplitude that falls only as $1/R^3$. The transverse part carries $\delta_{ij}-\hat K_i\hat K_j$, whose tail is the opposite one, and the sum is local.

To see the size, put the pair centre in one of two normalized Gaussian packets $\propto e^{-R^2/2a^2}$, with $a=1$ bohr, a distance $D=10$ bohr apart along $\mathbf e$. The square of the integral of one packet is $(4\pi a^2)^{3/2}$. Relative to the full contact value for a single packet, the Coulomb-only transfer is

$$-(4\pi a^2)^{3/2}\,\frac{2}{4\pi D^3}=-7.09\times10^{-3},$$

and direct integration over $\mathbf K$ gives the same. The contact kernel gives the packet overlap $e^{-D^2/4a^2}=1.39\times10^{-11}$.

**Q.** How far can I trust the contact form itself?

**A.** It needs $K\ll2c$ and relative momenta small against $c$; otherwise (8) must be used with the full spinors. In a bound state the pair energy is $2c^2-\tfrac14$, which differs from $2c^2$ by only about $7\times10^{-6}$ in relative terms. The error of the contact form is larger, because the wave function has a tail at high relative momentum $k$. The tail falls as $k^{-4}$, and the spinors change the amplitude by a relative amount of order $k^2/c^2$ up to $k\sim c$. The integral $\int k^2\,dk\;k^{-4}\,k^2/c^2$ up to $c$ is of order $1/c$, so the shift is changed by a relative amount of that order, up to about one percent. Folding the ground-state wave function with the full spinors over all $k$ lowers the shift by about 0.3 % if $\omega$ is held fixed and only $\mathbf J$ changes, and by about 1.1 % in the Coulomb term (2) with $\mathbf K$ along $\mathbf e$, where the free-pair energies enter through (3). These are estimates of size only, since other corrections of the same order are left out.

The value 87.6 GHz is a leading-order result for one contribution to the triplet energy. It leaves out the magnetic spin–spin interaction in the scattering channel, which is of the same order $1/c^2$, the spin-independent relativistic terms of that order (such as the $q^2/4c^2$ loss found above), and radiative corrections. The singlet–triplet splitting also contains higher-order shifts of the singlet, such as its annihilation through two photons. The value should therefore not be compared directly with a measured splitting.

For a Hamiltonian with explicit positrons, the practical rule for the annihilation channel is to replace the Coulomb annihilation term in (1) by (7) for slow pairs, or by (8) between pair states of equal energy. The direct Coulomb term supplies the attraction; to be complete to order $1/c^2$ it must be supplemented by the transverse photon in the scattering channel, where the instantaneous form is adequate for slow particles. The numerical output below lists the values used here.

## Computed results

```
speed of light c = 137.035999 a.u.
Fock-space check, largest sign-formula error = 1.4e-14
direct amplitude at q = 1 a.u.: -12.566203 a.u.
its relative loss against -4 pi/q^2 = 1.331e-05
(omega/cq)^2, electron scattered from rest to q=1: 1.331e-05
(omega/cK)^2, annihilation at K = 1 a.u.: 7.512e+04
fast pair: current conservation error = 6.3e-17
fast pair: relative gauge difference = 3.0e-16
largest |rho| at K = 0: 1.7e-17
model pair energy 2.0, photon energy 0.37: coupling/g^2 = 0.19155
model pair energy 0.3, photon energy 1.0: coupling/g^2 = -2.19779
positronium ground energy = -0.25000000 hartree
contact density = 0.0397888 bohr^-3
triplet |J|^2 = 2.000000
total pair momentum K = 0.1 a.u.
triplet shifts in hartree: angle, Coulomb, transverse, full
   0 deg  1.3313e-05  -0.0000e+00  1.3313e-05
  30 deg  9.9846e-06  3.3282e-06  1.3313e-05
  60 deg  3.3282e-06  9.9846e-06  1.3313e-05
  90 deg  4.9915e-38  1.3313e-05  1.3313e-05
full triplet shift = 1.33128e-05 hartree
full triplet shift = 87.59 GHz
Coulomb part, mean over directions = 4.43762e-06 hartree
Coulomb part, mean over directions = 29.20 GHz
instantaneous transverse part, 90 deg = -100.000 hartree
(omega/cK)^2 at this K = 7.5115e+06
packet width 1.0 bohr, separation 10.0 bohr
transfer/on-site full value, Coulomb only = -7.0898e-03
same from the dipole-tail formula = -7.0898e-03
same for the contact kernel = 1.39e-11
```
